\section*{Why quartic stiffening raises the hydrogen-to-deuterium frequency ratio}

\section*{Question}

I am working on an exercise about hydrogen dissolved in a metal. The atom sits in a harmonic well, and a term $\beta x^4$ with $\beta>0$ is added:
\begin{equation}
V(x)=\tfrac12 kx^2+\beta x^4 .
\end{equation}
I have to show, to first order in $\beta$, that the ratio of the hydrogen and deuterium fundamental frequencies is larger than $\sqrt2$.

My attempt gives the opposite. The harmonic quanta are in the ratio $\sqrt2$. The perturbation is the same for both isotopes, so I add the same positive energy $c$ to both transitions. With the deuterium quantum as the unit of energy, this gives $(\sqrt2+c)/(1+c)$, which is smaller than $\sqrt2$. Where is the mistake? I am also uneasy about $\sqrt2$ itself, because a deuteron does not have exactly twice the mass of a proton. And does the result matter for a real metal, or do other effects swamp it?

\section*{Answer}

The potential is the same for both isotopes, but the energy it adds is not. First-order perturbation theory averages $x^4$ over the vibrational states, and the lighter nucleus has the wider states. The shift falls with mass as $1/m$, faster than the harmonic quantum, which falls as $1/\sqrt m$. That reverses your inequality.

\subsection*{The first-order fundamental}

I take one nucleus of mass $m$ moving in one dimension, with the metal atoms at rest. In the Born--Oppenheimer approximation $k$ and $\beta$ do not depend on the isotope, and I hold them fixed throughout. The fundamental is the transition from $n=0$ to $n=1$. Define
\begin{equation}
\omega=\sqrt{\frac km},\qquad a^2=\frac{\hbar}{m\omega},\qquad x=\frac{a}{\sqrt2}\,(b+b^\dagger),\qquad [b,b^\dagger]=1 .
\end{equation}
Since $x^2$ is Hermitian, $\langle n|x^4|n\rangle$ is the squared norm of $x^2|n\rangle$. From $(b+b^\dagger)^2=b^2+b^{\dagger2}+2b^\dagger b+1$,
\begin{equation}
x^2|n\rangle=\frac{a^2}{2}\Big[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\Big].
\label{eq:x2}
\end{equation}
The three states are orthogonal, so the squares of the coefficients add:
\begin{align}
\langle n|x^4|n\rangle&=\frac{a^4}{4}\big[n(n-1)+(2n+1)^2+(n+1)(n+2)\big]\nonumber\\
&=\frac{a^4}{4}(6n^2+6n+3)=\frac{3a^4}{4}(2n^2+2n+1).
\end{align}
This is $\tfrac34a^4$ for $n=0$ and $\tfrac{15}{4}a^4$ for $n=1$. Both levels rise, the upper one more, and the transition energy is
\begin{equation}
\hbar\omega_{01}=\hbar\omega+3\beta a^4
=\hbar\sqrt{\frac km}+\frac{3\beta\hbar^2}{mk},
\label{eq:gap}
\end{equation}
where $a^4=\hbar^2/(m^2\omega^2)=\hbar^2/(mk)$. Your constant $c$ is therefore about twice as large for hydrogen as for deuterium.

\subsection*{The ratio}

Let $\mu=m_D/m_H$, and let
\begin{equation}
\varepsilon=\frac{3\beta a_H^4}{\hbar\omega_H}=\frac{3\beta\hbar\omega_H}{k^2}
\label{eq:eps}
\end{equation}
be the relative shift for hydrogen. The second form uses $a^2=\hbar\omega/(m\omega^2)=\hbar\omega/k$. Because $\hbar\omega\propto m^{-1/2}$, the relative shift for deuterium is $\varepsilon/\sqrt\mu$. Hence
\begin{equation}
R=\frac{\omega_{01}(H)}{\omega_{01}(D)}=\sqrt\mu\;\frac{1+\varepsilon}{1+\varepsilon/\sqrt\mu}.
\label{eq:R}
\end{equation}
Since $\mu>1$ and $\varepsilon>0$, the numerator of the fraction exceeds its denominator, and $R>\sqrt\mu$. Expanding $1/(1+\varepsilon/\sqrt\mu)\approx1-\varepsilon/\sqrt\mu$ gives, strictly to first order,
\begin{equation}
R\approx\sqrt\mu\left[1+\varepsilon\left(1-\frac1{\sqrt\mu}\right)\right].
\end{equation}
For $\mu=2$ this proves the statement in your exercise.

There is another way to read the quotient. The harmonic parts of the two transition energies are in the ratio $\sqrt\mu$, and the shifts are in the ratio $\mu$. So $R$ is an average of $\sqrt\mu$ and $\mu$, weighted by the two parts of the deuterium energy. Such an average lies above $\sqrt\mu$.

\subsection*{The mass ratio is not quite two}

Your unease is justified. The nuclear mass ratio is $\mu=1.99901$, so $\sqrt\mu=1.41386$, while $\sqrt2=1.41421$. An arbitrarily small $\beta$ lifts $R$ above $\sqrt\mu$ but not above $\sqrt2$. Requiring $R>\sqrt2$ in (\ref{eq:R}) and multiplying by the positive denominator gives
\begin{equation}
\sqrt\mu+\sqrt\mu\,\varepsilon>\sqrt2+\frac{\sqrt2}{\sqrt\mu}\,\varepsilon
\quad\Longrightarrow\quad
\varepsilon>\frac{\sqrt2-\sqrt\mu}{\sqrt\mu-\sqrt2/\sqrt\mu}=0.00085 .
\label{eq:thr}
\end{equation}
The division is allowed because $\mu>\sqrt2$ makes the denominator positive. A shift of about 0.1\% of the harmonic quantum is enough. With atomic instead of nuclear masses, $\mu=1.99846$ and the threshold is 0.0013.

\subsection*{How small must the quartic term be?}

The next order answers this. In units $\hbar=m=k=1$ the perturbation is $\lambda x^4$ with $\lambda=\varepsilon/3$. Applying (\ref{eq:x2}) twice gives
\begin{align}
x^4|0\rangle&=\tfrac34|0\rangle+\tfrac{3}{\sqrt2}|2\rangle+\tfrac{\sqrt6}{2}|4\rangle,\\
x^4|1\rangle&=\tfrac{15}{4}|1\rangle+\tfrac{5\sqrt6}{2}|3\rangle+\tfrac{\sqrt{30}}{2}|5\rangle .
\end{align}
The energy denominators are $-2$ and $-4$, so the second-order energies are
\begin{align}
E_0^{(2)}&=-\lambda^2\left(\frac{9/2}{2}+\frac{3/2}{4}\right)=-\frac{21}{8}\lambda^2,\\
E_1^{(2)}&=-\lambda^2\left(\frac{75/2}{2}+\frac{15/2}{4}\right)=-\frac{165}{8}\lambda^2 .
\end{align}
Their difference is $-18\lambda^2=-2\varepsilon^2$, and
\begin{equation}
\frac{\omega_{01}}{\omega}=1+\varepsilon-2\varepsilon^2+\dots
\end{equation}
For deuterium with $\mu=2$, $\varepsilon^2$ is replaced by $\varepsilon^2/2$. Relative to the quotient (\ref{eq:R}), $R/\sqrt2$ therefore changes by $-2\varepsilon^2+\varepsilon^2=-\varepsilon^2$ at leading order. The excess itself is about $0.29\,\varepsilon$, so first order is good when $\varepsilon$ is well below 0.29.

\subsection*{The sign does not depend on perturbation theory}

For this potential, $R>\sqrt\mu$ holds at any positive $\beta$. Choose the ground state $\psi_0$ positive and the odd state $\psi_1$ positive for $x>0$, and let $W=\psi_0\psi_1'-\psi_1\psi_0'$. The Schr\"odinger equation gives $\psi_n''=(2m/\hbar^2)(V-E_n)\psi_n$, so for $x>0$
\begin{equation}
W'=\psi_0\psi_1''-\psi_1\psi_0''=-\frac{2m}{\hbar^2}(E_1-E_0)\,\psi_0\psi_1<0 .
\end{equation}
Since $W$ decreases to zero at infinity, it is positive for $x>0$. Then $q=\psi_1/\psi_0$ has $q'=W/\psi_0^2>0$, so $q^2$ grows with $|x|$, starting from zero. Both states are normalized, so $\int\psi_0^2(q^2-1)\,dx=0$, and $q^2$ must pass through 1 at some $|x|=x_0$. Subtracting $x_0^4$ times this zero integral,
\begin{equation}
\langle x^4\rangle_1-\langle x^4\rangle_0=\int\psi_0^2\,(q^2-1)(x^4-x_0^4)\,dx>0,
\end{equation}
because the two brackets have the same sign everywhere. By the Hellmann--Feynman theorem, $d(E_1-E_0)/d\beta$ equals this difference, so the gap grows with $\beta$.

Now measure $x$ in units of $a$. The gap becomes $\hbar\omega\,G(\lambda)$ with $G$ increasing and
\begin{equation}
\lambda=\frac{\beta a^4}{\hbar\omega}=\frac{\beta\hbar}{k^{3/2}m^{1/2}} .
\end{equation}
Hydrogen has the larger $\lambda$, hence $R=\sqrt\mu\,G(\lambda_H)/G(\lambda_D)>\sqrt\mu$.

The opposite limit, $k=0$, shows where the first-order formula breaks down. A pure quartic well has a length $\ell$ fixed by $\hbar^2/(m\ell^2)=\beta\ell^4$, so $\ell^6\propto1/m$. Its energies scale as $\beta\ell^4\propto m^{-2/3}$. The ratio is then $\mu^{2/3}$, or 1.587 for $\mu=2$, whereas (\ref{eq:R}) would tend to $\mu=2$.

\subsection*{When the conclusion fails}

The result needs a well without a strong cubic term. Add $gx^3$. Its first-order shifts vanish by parity. In the same scaled units,
\begin{align}
x^3|0\rangle&=\tfrac{3}{2\sqrt2}|1\rangle+\tfrac{\sqrt3}{2}|3\rangle,\\
x^3|1\rangle&=\tfrac{3}{2\sqrt2}|0\rangle+3|2\rangle+\sqrt3\,|4\rangle ,
\end{align}
so the second-order energies are
\begin{align}
E_0^{(2)}&=-g^2\left(\tfrac98+\tfrac13\cdot\tfrac34\right)=-\tfrac{11}{8}g^2,\\
E_1^{(2)}&=g^2\left(\tfrac98-9-\tfrac13\cdot3\right)=-\tfrac{71}{8}g^2 .
\end{align}
The gap changes by $-\tfrac{15}{2}g^2$. Restoring units, this is $-\tfrac{15}{2}g^2a^6/(\hbar\omega)=-\tfrac{15}{2}g^2a^4/k$, so
\begin{equation}
\hbar\omega_{01}\approx\hbar\omega+a^4\left(3\beta-\frac{15g^2}{2k}\right).
\end{equation}
Both corrections scale as $1/m$. At this order the ratio exceeds $\sqrt\mu$ if $\beta>5g^2/(2k)$ and falls below it if $\beta$ is smaller. At a site with inversion symmetry $g=0$, and the question does not arise.

\subsection*{Numbers in the regime of palladium}

Hydrogen in palladium, a metal used for hydrogen-permeable membranes, occupies octahedral sites, which have inversion symmetry in the ideal crystal. Its fundamental is roughly 60 meV. I choose round parameters that land in this range, $k=85$ eV/nm$^2$ and $\beta=3000$ eV/nm$^4$. They are model values, not a computed palladium potential, and they match only the frequency. Real palladium is more anharmonic: neutron measurements on dilute H and D give fundamentals near 69 and 46.5 meV, a ratio of about 1.48. In the one-dimensional quartic model with a fixed host that ratio needs $\varepsilon\approx0.4$, above the first-order range found earlier; formula (\ref{eq:R}) would then give 1.54. The example below illustrates the weakly anharmonic case.

The harmonic quanta are 59.39 meV for H and 42.01 meV for D. From (\ref{eq:eps}),
\begin{equation}
\varepsilon=\frac{3\times3000\times0.05939}{85^2}=0.0740,\qquad
\frac{\varepsilon}{\sqrt\mu}=0.0523 .
\end{equation}
The shifts are $0.0740\times59.39=4.39$ meV and $0.0523\times42.01=2.20$ meV, which gives
\begin{align}
\hbar\omega_{01}(H)&=63.79\ \text{meV}\quad(514.5\ \text{cm}^{-1}),\\
\hbar\omega_{01}(D)&=44.21\ \text{meV}\quad(356.5\ \text{cm}^{-1}),\\
R&=1.443 .
\end{align}

Diagonalizing the same one-dimensional Hamiltonian on a grid gives 63.28 and 44.01 meV, and $R=1.438$. First order thus overstates the excess over $\sqrt\mu$, 0.029 against 0.024, by about a fifth of the grid value. The leading correction $-\sqrt2\,\varepsilon^2=-0.008$ has the right sign but is larger than the actual change of $-0.005$, so still higher orders are visible here. The numerical output lists these values and most of those used below.

\subsection*{What a real metal changes}

\textit{Host recoil.} The metal atoms are not infinitely heavy. In the harmonic zone-centre optical mode of a monohydride, the hydrogen and metal sublattices move against each other, and $m$ is replaced by the reduced mass $mM/(m+M)$. I use this mass in the one-dimensional well as an estimate, with $M=106.42$ u and the same $k$ and $\beta$. The harmonic ratio drops to 1.407, and the grid ratio to 1.431. Putting the ratio of reduced masses into (\ref{eq:thr}) raises the first-order threshold to $\varepsilon=0.017$, or $\beta\approx695$ eV/nm$^4$, compared with 34 eV/nm$^4$ for a fixed host. Higher orders raise the value with recoil by about 6\%. A weakly quartic well can therefore have a ratio below $\sqrt2$ even though $\beta>0$.

\textit{Three dimensions.} A cubic site allows the quartic form $\beta(x^4+y^4+z^4)+\gamma(x^2y^2+y^2z^2+z^2x^2)$. Excite the motion along $x$. Then $\langle x^2\rangle$ rises from $a^2/2$ to $3a^2/2$, while $\langle y^2\rangle=\langle z^2\rangle=a^2/2$. The extra shift is
\begin{equation}
\gamma\,a^2\left(\frac{a^2}{2}+\frac{a^2}{2}\right)=\gamma a^4 .
\end{equation}
Parity forbids coupling between the three singly excited states, so $3\beta$ simply becomes $3\beta+\gamma$. For $\gamma=2\beta$ the quartic term is the isotropic $\beta r^4$. For $\gamma=-\beta$ it vanishes along the cube diagonals, where $x^2=y^2=z^2$; a more negative $\gamma$ would make the well unbounded there. Diagonalization in three dimensions with a fixed host gives $R\approx1.430$ for $\gamma=-\beta$ and $R\approx1.449$ for $\gamma=2\beta$. This coupling is as important as recoil.

\textit{Temperature.} At 300 K the population of $n=1$ relative to $n=0$ is 0.09 for H and 0.18 for D in the one-dimensional model. In a cubic site such an atom can also be excited along another axis, at a frequency that differs from the fundamental if $\gamma\ne0$. In the one-dimensional model these atoms absorb in the $1\to2$ transition. Since $\langle2|x^4|2\rangle=\tfrac{39}{4}a^4$, its first-order shift is $6\beta a^4$, twice that of the fundamental, which at this order puts it near 68 meV for H; the second-order term would lower that by about 2 meV, and the full one-dimensional value is 66.7 meV. It must be separated from the fundamental before a measured ratio is compared with $R$.

\textit{Tunnelling.} The well above has no exit, so I size tunnelling with a separate cosine potential of rough barrier 0.2 eV and period 0.28 nm. This well is softer than the quartic one, with a fundamental of about 43 meV. The first excited hydrogen level is broadened by about 1 $\mu$eV, negligible beside the 4.4 meV quartic shift. The width depends exponentially on the guessed parameters: it is 6 $\mu$eV for a barrier of 0.15 eV, 55 $\mu$eV for 0.10 eV, and about 0.5 meV if the period is shortened to 0.17 nm. It is an order-of-magnitude guide only.

\textit{Symmetry.} A neighbouring defect or a surface can remove the inversion centre. With the present $k$ and $\beta$, a cubic coefficient $g=\sqrt{2k\beta/5}\approx320$ eV/nm$^3$ would cancel the effect at leading order. A term of this size is not a small perturbation, however: in the full one-dimensional problem about half of the excess over $\sqrt\mu$ remains.

For these parameters the excess over $\sqrt2$ survives recoil and the three-dimensional coupling taken one at a time, but each moves $R$ by about 0.01, a sizeable part of the excess. I have not combined them, nor included the interaction between hydrogen atoms in a concentrated hydride or a difference in lattice spacing between hydride and deuteride. A measured ratio above $\sqrt2$ is thus consistent with a stiffening well, but it does not fix $\beta$ without knowledge of $\gamma$ and the host motion. Nor is $R$ the ratio of permeation rates through a membrane, which also depends on the transition state and on the surface.

\section*{Values computed for the example and the checks}
\begin{verbatim}
x^4 moments n=0,1,2 (a^4): 0.7500 3.7500 9.7500
gap slope in scaled beta, 0->1 and 1->2: 3.0002 6.0010
second-order gap coefficient, scaled: -18.004
ratio error / (sqrt2 eps^2), mass ratio 2: -0.981
pure quartic ratio, mass ratio 2: 1.58740
3D gap slope in scaled gamma: 1.00000
k: 85.0 eV/nm^2
beta: 3000.0 eV/nm^4
mass ratio D/H: 1.999008
sqrt(2): 1.414214
sqrt(mass ratio): 1.413863
harmonic quantum H: 59.392 meV
harmonic quantum D: 42.007 meV
length a, H: 0.02643 nm
length a, D: 0.02223 nm
first-order gap shift H: 4.394 meV
first-order gap shift D: 2.198 meV
eps H: 0.07398
eps D: 0.05233
first-order fundamental H: 63.787 meV = 514.5 cm^-1
first-order fundamental D: 44.205 meV = 356.5 cm^-1
first-order ratio, true masses: 1.44296
first-order ratio, expanded: 1.44448
first-order ratio, mass ratio 2: 1.44334
grid fundamental H: 63.279 meV
grid fundamental D: 44.014 meV
grid ratio, true masses: 1.43770
threshold eps, fixed host: 0.000848
threshold beta, fixed host: 34.4 eV/nm^4
host atom mass: 106.42 u
harmonic ratio with host recoil: 1.40729
grid ratio with host recoil: 1.43082
threshold eps, host recoil: 0.01721
threshold beta, host recoil: 694.8 eV/nm^4
3D ratio, gamma = -1 beta: first order 1.43359, full 1.43019
3D ratio, gamma = 2 beta: first order 1.46080, full 1.44948
cubic coefficient cancelling the effect: 319.4 eV/nm^3
temperature: 300 K
population n=1 over n=0, H: 0.0865
population n=1 over n=0, D: 0.1822
first-order hot band 1->2, H: 68.181 meV
tunnelling model barrier: 0.20 eV
tunnelling model period: 0.28 nm
tunnelling model n=1 level H: 65.1 meV
tunnelling width of n=1, H: 0.86 micro-eV
\end{verbatim}
